\section*{Spin-Spin Zero-Field Splitting of a Single Determinant, part 1}

(Sections cited here and not found follow in the second part.)

\section{From magnetic dipoles to the determinant formula}

The three spin components of triplet methylene have different energies even without an applied magnetic field. For a CH length of $1.08$ angstrom and an angle of $134^\circ$, the dipolar coupling of the electron spins, taken to first order with a ROHF/cc-pVDZ determinant, places them at $-0.514$, $0.190$ and $0.324\ \mathrm{cm}^{-1}$. The largest principal component of the tensor behind these levels is $0.514\ \mathrm{cm}^{-1}$. The interaction between the two open-shell charge clouds supplies $0.350\ \mathrm{cm}^{-1}$ of it; the remaining $0.164\ \mathrm{cm}^{-1}$ is an exchange contribution. We need to find why a magnetic interaction has this exchange part, what fixes its sign, and how the result is normalized for any number of unpaired electrons.

\subsection{The dipolar operator}

Let $\mathbf r=\mathbf r_1-\mathbf r_2$ and $r=|\mathbf r|$. Indices $a,b,c,d$ denote Cartesian components. The magnetic field at electron 1 due to a point moment $\mathbf m_2$ follows from the vector potential $(\mu_0/4\pi)\nabla\times(\mathbf m_2/r)$. Taking its curl gives
\begin{equation}
B_a=\frac{\mu_0}{4\pi}\sum_b
\left[\partial_a\partial_b\frac1r-\delta_{ab}\nabla^2\frac1r\right]m_{2b}.
\label{eq:field}
\end{equation}
Away from $r=0$, the first derivative is $\partial_b(1/r)=-r_b/r^3$, and the second is
\begin{equation}
\partial_a\partial_b\frac1r=-\frac{\delta_{ab}}{r^3}+\frac{3r_ar_b}{r^5}
=-T_{ab},\qquad
T_{ab}=\frac{\delta_{ab}r^2-3r_ar_b}{r^5}.
\label{eq:T}
\end{equation}
At the origin there can be an additional delta function. By isotropy it is proportional to $\delta_{ab}$. Its coefficient follows from the trace, because $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$ while $\sum_aT_{aa}=0$. Thus
\begin{equation}
\partial_a\partial_b\frac1r=-T_{ab}-\frac{4\pi}{3}\delta_{ab}\delta(\mathbf r),
\label{eq:distribution}
\end{equation}
where an integral over $T_{ab}$ is done over angles first near the origin.

The interaction energy is $-\mathbf m_1\cdot\mathbf B$. Inserting \eqref{eq:distribution} into \eqref{eq:field} gives
\begin{equation}
V_{12}=\frac{\mu_0}{4\pi}\left[\sum_{ab}T_{ab}m_{1a}m_{2b}
-\frac{8\pi}{3}\mathbf m_1\cdot\mathbf m_2\,\delta(\mathbf r)\right].
\label{eq:dipoleenergy}
\end{equation}
The contact coefficient is the sum of $+4\pi/3$ from the first term of \eqref{eq:field} and $-4\pi$ from the second. The contact operator contains $\mathbf s_1\cdot\mathbf s_2$, which is unchanged when all spins are rotated together. It therefore shifts all components of a spin multiplet equally and does not enter the splitting.

Measure spins in units of $\hbar$, so that $\mathbf m_i=-g_e\mu_B\mathbf s_i$ with $g_e$ taken as positive. The two minus signs cancel in the product. In atomic units $\mu_B=1/2$ and $\mu_0/4\pi=\alpha^2$, where $\alpha$ is the fine-structure constant. The anisotropic interaction is
\begin{equation}
H_{\rm SS}=C\sum_{i<j}\sum_{ab}T_{ab}(ij)s_{ia}s_{jb},
\qquad C=\frac{g_e^2\alpha^2}{4}.
\label{eq:HSS}
\end{equation}
With lengths in bohr and energies in wavenumbers, $C=11.714\ \mathrm{cm}^{-1}\,\mathrm{bohr}^3$.

\subsection{Replacing pair spins by the total spin}

Because $T_{ab}$ is symmetric, the antisymmetric part of $s_{ia}s_{jb}$ drops out. Because it is traceless, a multiple of $\delta_{ab}$ may be subtracted from the spin factor. Define
\begin{equation}
Q_{ab}(ij)=\frac12(s_{ia}s_{jb}+s_{ib}s_{ja})
-\frac13\delta_{ab}\,\mathbf s_i\cdot\mathbf s_j .
\label{eq:Q}
\end{equation}
Then \eqref{eq:HSS} is unchanged when $s_{ia}s_{jb}$ is replaced by $Q_{ab}(ij)$. The components of $Q$ form a rank-2 tensor under common rotations of the spins.

Consider an orbitally nondegenerate state with total spin $S\ge1$. Without magnetic terms, its $2S+1$ components $|SM\rangle$ have the same energy. First-order degenerate perturbation theory requires the matrix of $H_{\rm SS}$ among these components. They are connected by the total-spin lowering operator, which does not act on spatial coordinates.

Keep the spatial indices $a,b$ fixed and examine
\begin{equation}
W_{ab;cd}=\sum_{i<j}T_{ab}(ij)Q_{cd}(ij).
\label{eq:W}
\end{equation}
If the spins alone are rotated, this is a rank-2 tensor in $c,d$. The operators on the $(2S+1)$-dimensional multiplet transform as the product of two spins $S$. That product contains each rank $0,1,\ldots,2S$ once. There is consequently one rank-2 tensor on the multiplet, up to a factor. This is the content of the Wigner--Eckart theorem needed here. A representative of that tensor is
\begin{equation}
\mathcal S_{cd}=\frac12(S_cS_d+S_dS_c)
-\frac13\delta_{cd}S(S+1),
\label{eq:Stensor}
\end{equation}
and the projected operator must have the form
\begin{equation}
\langle SM|W_{ab;cd}|SM'\rangle
=w_{ab}\langle SM|\mathcal S_{cd}|SM'\rangle .
\label{eq:WE}
\end{equation}
The factor $w_{ab}$ depends on the spatial indices but not on $M$, $M'$, $c$ or $d$. A single choice of the spin indices is enough to find all its spatial components.

Choose $c=d=z$ and $M=M'=S$. From \eqref{eq:Q},
\begin{equation}
Q_{zz}(ij)=\frac13q_{ij},\qquad
q_{ij}=2s_{iz}s_{jz}-s_{ix}s_{jx}-s_{iy}s_{jy}.
\label{eq:q}
\end{equation}
The corresponding matrix element of the total-spin tensor is
\begin{equation}
\langle SS|\mathcal S_{zz}|SS\rangle
=S^2-\frac{S(S+1)}3=\frac{S(2S-1)}3.
\label{eq:normalization}
\end{equation}
Equations \eqref{eq:WE}--\eqref{eq:normalization} give
\begin{equation}
w_{ab}=\frac{1}{S(2S-1)}
\left\langle SS\left|\sum_{i<j}T_{ab}(ij)q_{ij}\right|SS\right\rangle .
\label{eq:w}
\end{equation}
The two factors of $1/3$ have cancelled. Setting $c=a$, $d=b$ in \eqref{eq:WE} and summing gives the effective operator $C\sum_{ab}w_{ab}\mathcal S_{ab}$. Since $w_{ab}$ is symmetric and traceless, the symmetrization and trace subtraction in $\mathcal S_{ab}$ can now be removed:
\begin{equation}
H_{\rm eff}=\sum_{ab}S_aD_{ab}S_b,
\qquad D_{ab}=Cw_{ab}.
\label{eq:Heff}
\end{equation}

Equation \eqref{eq:w} does not yet assume a determinant. It holds for the $M=S$ component of any spin eigenfunction in the stated first-order setting. The determinant enters through the evaluation of the two-electron expectation value.

\subsection{Direct and exchange spin factors}

Let $\Phi$ be a determinant with real spatial orbitals $\phi_i$, each multiplied by an $\alpha$ or $\beta$ spin function. Write $\epsilon_i=+1$ for $\alpha$ and $\epsilon_i=-1$ for $\beta$. In this subsection $i$ and $j$ label occupied spin orbitals, so a doubly occupied spatial orbital appears twice. The Slater--Condon rule for a two-electron operator gives
\begin{align}
\left\langle\sum_{k<l}T_{ab}(kl)q_{kl}\right\rangle
=\frac12\sum_{ij}\Big[
&(ii|T_{ab}|jj)\langle\sigma_i\sigma_j|q|\sigma_i\sigma_j\rangle
\nonumber\\
&-(ij|T_{ab}|ji)\langle\sigma_i\sigma_j|q|\sigma_j\sigma_i\rangle
\Big].
\label{eq:SC}
\end{align}
The charge-cloud notation means
\begin{equation}
(ij|T_{ab}|kl)=\iint\phi_i(\mathbf r_1)\phi_j(\mathbf r_1)
T_{ab}(\mathbf r)\phi_k(\mathbf r_2)\phi_l(\mathbf r_2)
\,d^3r_1d^3r_2.
\label{eq:notation}
\end{equation}

The spin operator is conveniently written as
\begin{equation}
q=2s_{1z}s_{2z}-\frac12(s_{1+}s_{2-}+s_{1-}s_{2+}).
\label{eq:qladder}
\end{equation}
In the direct matrix element the ladder terms vanish, because they change both spins. The eigenvalues of $s_z$ are $\epsilon/2$, so
\begin{equation}
\langle\sigma_i\sigma_j|q|\sigma_i\sigma_j\rangle
=2\frac{\epsilon_i}{2}\frac{\epsilon_j}{2}
=\frac12\epsilon_i\epsilon_j.
\label{eq:spindirect}
\end{equation}
For exchange there are two cases. With equal spins, the ket is the same as in the direct element and the value is $1/2$. With opposite spins, the $z$ term vanishes by orthogonality. One ladder term restores the order of the bra, for example
\begin{equation}
\langle\alpha\beta|q|\beta\alpha\rangle
=-\frac12\langle\alpha\beta|s_{1+}s_{2-}|\beta\alpha\rangle
=-\frac12.
\label{eq:flip}
\end{equation}
Both cases are contained in
\begin{equation}
\langle\sigma_i\sigma_j|q|\sigma_j\sigma_i\rangle
=\frac12\epsilon_i\epsilon_j.
\label{eq:spinexchange}
\end{equation}

The equality of \eqref{eq:spindirect} and \eqref{eq:spinexchange} has a simple origin. The operator $q$ is symmetric under interchange of the two spins, so it does not mix pair singlets and triplets. A rank-2 operator vanishes within a singlet. It therefore acts on pair triplets alone, for which interchanging the spins changes nothing. The exchange part of the splitting arises because a spin-triplet pair has an antisymmetric spatial function; no additional magnetic force is involved.

Substitution into \eqref{eq:SC} leaves
\begin{equation}
\left\langle\sum_{k<l}T_{ab}(kl)q_{kl}\right\rangle
=\frac14\sum_{ij}\epsilon_i\epsilon_j
\left[(ii|T_{ab}|jj)-(ij|T_{ab}|ji)\right].
\label{eq:quarter}
\end{equation}
One factor of $1/2$ comes from the unrestricted pair sum and the other from the spin matrix element.

\subsection{The spin-density-matrix formula}

Expand the orbitals in real basis functions, $\phi_i=\sum_\mu c_{\mu i}\chi_\mu$, and define
\begin{equation}
P_{\mu\nu}=\sum_i\epsilon_i c_{\mu i}c_{\nu i}
=P^\alpha_{\mu\nu}-P^\beta_{\mu\nu}.
\label{eq:P}
\end{equation}
In the direct term the coefficients of orbital $i$ carry $\mu\nu$, and those of $j$ carry $\kappa\lambda$. They give $P_{\mu\nu}P_{\kappa\lambda}$. In the exchange term, orbital $i$ carries $\mu$ and $\lambda$, while $j$ carries $\nu$ and $\kappa$. Combining \eqref{eq:w}, \eqref{eq:Heff} and \eqref{eq:quarter} gives the McWeeny--Mizuno formula for a determinant,
\begin{align}
D_{ab}={}&\frac{g_e^2\alpha^2}{16}\frac1{S(2S-1)}
\nonumber\\
&\times\sum_{\mu\nu\kappa\lambda}
\left[P_{\mu\nu}P_{\kappa\lambda}-P_{\mu\lambda}P_{\nu\kappa}\right]
(\mu\nu|T_{ab}|\kappa\lambda).
\label{eq:MM}
\end{align}
The factor $1/16$ is the product of $1/4$ in $C$ and $1/4$ in \eqref{eq:quarter}.

For a restricted open-shell determinant, each doubly occupied orbital contributes once with $\epsilon=+1$ and once with $\epsilon=-1$. It disappears from $P$. In the exchange energy this cancellation needs the spin-flip element \eqref{eq:flip}: exchange between an open-shell electron and the same-spin member of a closed shell is cancelled by exchange with the opposite-spin member. There remain $n=2S$ open orbitals, all with $\epsilon=+1$.

Let $J_{ij}^{ab}=(ii|T_{ab}|jj)$ and $K_{ij}^{ab}=(ij|T_{ab}|ji)$. Terms with $i=j$ cancel, since $J_{ii}^{ab}=K_{ii}^{ab}$. Each unlike pair occurs twice in the double sum, so
\begin{equation}
D_{ab}=\frac{C}{2S(2S-1)}
\sum_{i<j}^{\rm open}(J_{ij}^{ab}-K_{ij}^{ab}).
\label{eq:pairs}
\end{equation}
The number of open-shell pairs is $n(n-1)/2=S(2S-1)$. Hence $D_{ab}$ is $C/2$ times the average of $J_{ij}^{ab}-K_{ij}^{ab}$ over pairs. This is the physical meaning of the prefactor: adding unpaired electrons increases the number of interactions, but the total-spin tensor that multiplies $D$ increases with it.

The case $S=1$ checks the remaining factor of $1/2$ directly. For one electron, $s_as_b+s_bs_a=\delta_{ab}/2$, so a single spin has no rank-2 tensor. In $\mathbf S=\mathbf s_1+\mathbf s_2$ the cross terms alone survive, and $\mathcal S_{ab}=2Q_{ab}(12)$. Thus $Q_{ab}(12)=\mathcal S_{ab}/2$, in agreement with \eqref{eq:pairs}. For a restricted determinant with $S=1/2$, the numerator of \eqref{eq:MM} vanishes because there is no open-shell pair; for a spin-contaminated unrestricted doublet it need not vanish. The prefactor is singular there, and the quotient must not be used; the correct statement is that the splitting is absent.

\section{Evaluation and application to triplet methylene}

The quantities needed from the first half are $C=g_e^2\alpha^2/4$, the dipolar kernel $T_{ab}$ of \eqref{eq:T}, and the spin density matrix $P=P^\alpha-P^\beta$. The effective operator is $\sum_{ab}S_aD_{ab}S_b$. Its tensor is given by \eqref{eq:MM} for a determinant with $M=S$, or by the open-shell pair average \eqref{eq:pairs} in the restricted case. The orbitals are real, the orbital state is nondegenerate, and the spin-spin interaction is treated to first order.

The dipolar coupling has been reduced to a tensor $D_{ab}$ normalized for any number of unpaired electrons, and its exchange part traced to the antisymmetric spatial function of a spin-triplet pair. It remains to deal with the $r^{-3}$ singularity, evaluate the tensor for methylene and explain the sign of the exchange contribution.

Numbers in the example were calculated in double precision.
